# The electron-gas plasmon pole: static screening and Lundqvist's form

## Problem

In a GW calculation the screened interaction of a uniform electron gas is $W(q,\omega)=(4\pi/q^2)\,\varepsilon^{-1}(q,\omega)$. A plasmon-pole model replaces the excitation spectrum contained in $\varepsilon^{-1}$, at each wavevector $q>0$, by a single excitation of frequency $\omega_q$.

Use Hartree atomic units. The gas has density $n$ and Fermi wavevector $k_F$, so that $n=k_F^3/3\pi^2$ and the Fermi velocity is $v_F=k_F$. Its plasma frequency is given by $\omega_p^2=4\pi n$.

**(a)** Derive the f-sum rule, and show that it and the static value $\varepsilon(q,0)$ fix the *square* of the pole frequency:
$$\omega_q^2=\frac{\omega_p^2}{1-1/\varepsilon(q,0)} .$$

**(b)** Evaluate $\omega_q^2$ with the static dielectric function of the random-phase approximation (RPA).

**(c)** Compare the result with Lundqvist's form
$$\omega_L^2=\omega_p^2+\tfrac13v_F^2q^2+\tfrac14q^4$$
at small $q$, at large $q$ and in between. Which of the two is higher?

**(d)** Find the $q^2$ term of the actual RPA plasmon dispersion, and explain why the model pole has a different one.

**(e)** Compare the two forms numerically for $r_s=4$.

## Solution

### (a) Two conditions for one pole

**Response as a sum over excitations.** Let $\rho_q=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$, and add to $H$ the weak perturbation
$$\phi\,\rho_q^\dagger e^{-i\omega t}+\phi\,\rho_q e^{i\omega t},$$
with $\phi$ real. Let $|m\rangle$ be the excited states and $\omega_m>0$ their energies above the ground state $|0\rangle$. First-order perturbation theory gives the admixture of $|m\rangle$ as
$$\phi\left[\frac{\langle m|\rho_q^\dagger|0\rangle}{\omega-\omega_m}e^{-i\omega t}-\frac{\langle m|\rho_q|0\rangle}{\omega+\omega_m}e^{i\omega t}\right].$$
The induced density amplitude is the $e^{-i\omega t}$ part of $\langle\rho_q\rangle/V$, where $V$ is the volume. Both the admixture and its complex conjugate contribute:
$$\delta n=\frac{\phi}{V}\sum_m\left[\frac{|\langle m|\rho_q^\dagger|0\rangle|^2}{\omega-\omega_m}-\frac{|\langle m|\rho_q|0\rangle|^2}{\omega+\omega_m}\right].$$
By inversion symmetry $\mathbf q$ and $-\mathbf q$ are equivalent, so the two squared matrix elements agree once states of equal energy are summed. The fractions then combine to $2\omega_m/(\omega^2-\omega_m^2)$.

The induced density adds the potential $(4\pi/q^2)\,\delta n$ to $\phi$, and $1/\varepsilon$ is the ratio of total to applied potential. Define the shares
$$f_m=\frac{2\omega_m|\langle m|\rho_q|0\rangle|^2}{Nq^2}\ge0 .$$
Since $(4\pi/q^2)(1/V)\,Nq^2=4\pi n=\omega_p^2$ after the factor $1/q^2$ cancels, we obtain
$$\frac1{\varepsilon(q,\omega)}=1+\omega_p^2\sum_m\frac{f_m}{\omega^2-\omega_m^2}. \tag{1}$$

**The f-sum rule.** Local potentials and the Coulomb interaction commute with $\rho_q$, so only the kinetic energy enters $[H,\rho_q^\dagger]$. From $\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)$,
$$[H,\rho_q^\dagger]=\sum_j e^{i\mathbf q\cdot\mathbf r_j}\left(\mathbf q\cdot\mathbf p_j+\tfrac12q^2\right).$$
In the commutator with $\rho_q$, terms belonging to different particles vanish, and so does the $q^2/2$ part. For each particle there remains
$$\mathbf q\cdot\mathbf p-e^{i\mathbf q\cdot\mathbf r}\,(\mathbf q\cdot\mathbf p)\,e^{-i\mathbf q\cdot\mathbf r}
=\mathbf q\cdot\mathbf p-(\mathbf q\cdot\mathbf p-q^2)=q^2 ,$$
so that $[\rho_q,[H,\rho_q^\dagger]]=Nq^2$.

Now take the ground-state expectation value and insert a complete set of states. The first ordering, $\rho_q[H,\rho_q^\dagger]$, gives $\sum_m\omega_m|\langle m|\rho_q^\dagger|0\rangle|^2$. The second, $-[H,\rho_q^\dagger]\rho_q$, contains $-(E_0-E_m)=+\omega_m$ and gives $\sum_m\omega_m|\langle m|\rho_q|0\rangle|^2$. The two sums are equal by inversion symmetry, hence
$$2\sum_m\omega_m|\langle m|\rho_q|0\rangle|^2=Nq^2
\quad\Longrightarrow\quad\sum_m f_m=1. \tag{2}$$

**Static screening.** At $\omega=0$, equation (1) becomes
$$1-\frac1{\varepsilon(q,0)}=\omega_p^2\sum_m\frac{f_m}{\omega_m^2}. \tag{3}$$

A single pole has two unknowns, its share and its frequency. Equation (2) sets the share to 1. Equation (3) then reads $1-1/\varepsilon(q,0)=\omega_p^2/\omega_q^2$, which is the required result. The right side of (3) is positive, so $\omega_q$ is real.

For a spectrum with many excitations, the same two equations give
$$\frac1{\omega_q^2}=\sum_m\frac{f_m}{\omega_m^2}.$$
The model pole is therefore an average that favours low frequencies. It need not coincide with any excitation of the gas.

### (b) The pole with RPA screening

In the RPA the electrons respond as independent particles to the total potential, with response function $\chi_0$. Then $\phi_{\rm tot}=\phi+(4\pi/q^2)\chi_0\phi_{\rm tot}$, which means $\varepsilon=1-(4\pi/q^2)\chi_0$.

An independent electron is lifted from $\mathbf k$ to $\mathbf k+\mathbf q$ at the cost
$$\omega_{\mathbf k}=\tfrac12|\mathbf k+\mathbf q|^2-\tfrac12k^2=qk_z+\tfrac12q^2,$$
with the $z$ axis along $\mathbf q$ and a matrix element of 1. The response has the form found in (a):
$$\chi_0(q,\omega)=\frac2V\sum_{\mathbf k\sigma}\frac{\omega_{\mathbf k}}{\omega^2-\omega_{\mathbf k}^2}. \tag{4}$$
The sum may run over all occupied $\mathbf k$, including those for which $\mathbf k+\mathbf q$ is also occupied. Such a $\mathbf k$ has the partner $-(\mathbf k+\mathbf q)$, whose $\omega_{\mathbf k}$ is opposite in sign, and the two terms cancel.

Set $\omega=0$, include a factor 2 for spin, and cut the Fermi sphere into discs of area $\pi(k_F^2-z^2)$ perpendicular to $\mathbf q$. The cancellation just described makes the integral a principal value:
$$\chi_0(q,0)=-\frac{4}{(2\pi)^3}\,\frac{\pi}{q}\;\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-z^2}{z+q/2}\,dz .$$
Let $b=q/2$ and write $k_F^2-z^2=(k_F^2-b^2)-(z+b)(z-b)$. The integral is
$$(k_F^2-b^2)\ln\left|\frac{k_F+b}{k_F-b}\right|+2bk_F .$$
With $x=b/k_F=q/2k_F$ this equals $4xk_F^2F(x)$, where
$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$
The prefactor is $-1/(2\pi^2q)=-1/(4\pi^2xk_F)$, so $\chi_0(q,0)=-k_FF/\pi^2$ and
$$\varepsilon(q,0)=1+\frac{k_{TF}^2}{q^2}F(x),\qquad k_{TF}^2=\frac{4k_F}{\pi}. \tag{5}$$

To insert this in the pole formula, note that $1/(1-1/\varepsilon)=\varepsilon/(\varepsilon-1)=1+1/(\varepsilon-1)$. Also $\omega_p^2=4k_F^3/3\pi$, hence $\omega_p^2/k_{TF}^2=k_F^2/3=v_F^2/3$. Therefore
$$\omega_q^2=\omega_p^2+\frac{v_F^2q^2}{3F(x)} . \tag{6}$$

Thomas–Fermi screening is the case $F=1$. It gives $\omega_p^2+v_F^2q^2/3$, the first two terms of Lundqvist's form. The remaining term, $q^4/4=(q^2/2)^2$, is the square of the energy that a free electron at rest acquires on receiving momentum $q$.

### (c) Comparison with Lundqvist's form

**Small $q$.** Expanding the logarithm for $x<1$,
$$F=\frac12+\frac{1-x^2}{2}\sum_{m\ge0}\frac{x^{2m}}{2m+1}=1-\sum_{m\ge1}\frac{x^{2m}}{4m^2-1}=1-\frac{x^2}{3}-\dots$$
because $\frac1{2m+1}-\frac1{2m-1}=-\frac{2}{4m^2-1}$. Then $1/F=1+x^2/3+\dots$, and with $x^2=q^2/4k_F^2$
$$\omega_q^2=\omega_p^2+\tfrac13v_F^2q^2+\tfrac1{36}q^4+\dots$$
The two forms share the $q^2$ term. The $q^4$ coefficients are $1/36$ and $1/4$.

**Large $q$.** For $x>1$ the logarithm is expanded in $1/x$, and the same steps give
$$F=\sum_{m\ge1}\frac{x^{-2m}}{4m^2-1}=\frac1{3x^2}+\frac1{15x^4}+\dots,\qquad \frac1F=3x^2-\frac35+\dots$$
Since $\frac13v_F^2q^2\cdot3x^2=\frac14q^4$,
$$\omega_q^2=\tfrac14q^4-\tfrac15v_F^2q^2+\dots$$
The ratio of each pole to the free-electron energy $q^2/2$ tends to 1, but constant offsets remain: taking square roots, $\omega_q\to\tfrac12q^2-\tfrac15v_F^2$ and $\omega_L\to\tfrac12q^2+\tfrac13v_F^2$. The $q^2$ terms differ even in sign, and
$$\omega_L^2-\omega_q^2\to\left(\tfrac13+\tfrac15\right)v_F^2q^2=\tfrac8{15}v_F^2q^2 .$$
Dividing by $\omega_L+\omega_q\to q^2$ shows that the frequencies themselves stay apart by $\frac8{15}v_F^2$. The gap does not close, but it becomes negligible relative to $q^2/2$.

**In between.** Because $q^4/4=\frac13v_F^2q^2\cdot3x^2$, the difference is
$$\omega_L^2-\omega_q^2=\tfrac13v_F^2q^2\left[1+3x^2-\frac1{F(x)}\right].$$
It is positive if $F(1+3x^2)>1$.

- For $0<x\le1$, use $x^{2m}\le x^2$ and the telescoping sum $\sum_{m\ge1}1/(4m^2-1)=\frac12$. They give $F\ge1-x^2/2$. Then $(1-\frac12x^2)(1+3x^2)=1+\frac12x^2(5-3x^2)>1$.
- For $x>1$, all terms of the series are positive, so $F>1/(3x^2)>1/(1+3x^2)$.

Lundqvist's pole therefore lies above the static-RPA pole for every $q>0$ and at every density. It is an interpolation between the two limits, not a rewriting of (6).

### (d) The model pole is not the plasmon

**Plasmon dispersion.** Expand (4) for $\omega$ large compared with the pair energies $\omega_{\mathbf k}$:
$$\chi_0=\frac2V\sum_{\mathbf k\sigma}\left[\frac{\omega_{\mathbf k}}{\omega^2}+\frac{\omega_{\mathbf k}^3}{\omega^4}+\dots\right].$$
Over the Fermi sphere $\langle k_z\rangle=\langle k_z^3\rangle=0$ and $\langle k_z^2\rangle=k_F^2/5$. Thus $\langle\omega_{\mathbf k}\rangle=q^2/2$ and $\langle\omega_{\mathbf k}^3\rangle=\frac32q^4\langle k_z^2\rangle+\frac18q^6=\frac3{10}k_F^2q^4+O(q^6)$, which gives
$$\varepsilon=1-\frac{\omega_p^2}{\omega^2}\left[1+\frac35\frac{v_F^2q^2}{\omega^2}+\dots\right].$$
The plasmon is the zero of $\varepsilon$. Replacing $\omega^2$ by $\omega_p^2$ in the small correction,
$$\omega_{pl}^2=\omega_p^2+\tfrac35v_F^2q^2+\dots$$
The leading term, $1/\varepsilon\to1+\omega_p^2/\omega^2$ at high frequency, also shows by comparison with (1) that the RPA obeys the f-sum rule.

**Where the difference comes from.** At small $q$ the RPA spectrum consists of the plasmon, with share $f_{pl}$, and electron–hole pairs, with total share $f_{pair}=1-f_{pl}$. Split the static sum (3) accordingly into $S_{pl}=f_{pl}\,\omega_p^2/\omega_{pl}^2$ and $S_{pair}$. From the small-$q$ form of $\omega_q^2$,
$$S_{pl}+S_{pair}=\frac{\omega_p^2}{\omega_q^2}=1-\frac{v_F^2q^2}{3\omega_p^2}+O(q^4).$$

No pair energy exceeds $\omega_{\max}=qv_F+q^2/2$, so $f_{pair}\le S_{pair}\,\omega_{\max}^2/\omega_p^2$.

1. Since $S_{pair}<1$, this gives $f_{pair}=O(q^2)$.
2. Then $S_{pl}=1-O(q^2)$, and the total above forces $S_{pair}=O(q^2)$.
3. Using the inequality again, $f_{pair}=O(q^4)$.

To order $q^2$ the plasmon part is therefore $S_{pl}=1-\frac35v_F^2q^2/\omega_p^2$, and the pairs must supply the rest:
$$S_{pair}=\left(\frac35-\frac13\right)\frac{v_F^2q^2}{\omega_p^2}=\frac4{15}\frac{v_F^2q^2}{\omega_p^2}.$$
The pairs hold almost none of the f-sum, but the factor $1/\omega_m^2$ raises their part in static screening by two powers of $q$. A single pole that must reproduce the whole static response is pulled below the plasmon.

### (e) Numbers for $r_s=4$

Here $k_F=0.4798$, $k_{TF}^2=0.6109$ and $\omega_p^2=0.046875$ in atomic units, so $\omega_p=0.2165$ hartree (5.89 eV).

Take $q=2k_F=0.9596$, where $F(1)=\frac12$ and $q^2=0.9208$. Equation (5) gives
$$\varepsilon=1+\frac{0.6109}{0.9208}\times0.5=1.332,$$
and hence
$$\omega_q^2=\frac{0.046875}{1-1/1.3317}=0.1882,\qquad\omega_q=0.434\ \text{hartree}=11.8\ \text{eV}.$$
Lundqvist's form gives
$$\omega_L^2=0.04688+0.07065+0.21196=0.3295,\qquad\omega_L=0.574\ \text{hartree}=15.6\ \text{eV}.$$

| $q/k_F$ | $\omega_q$ (hartree) | $\omega_L$ (hartree) | $\omega_L/\omega_q$ |
|---|---|---|---|
| 0.5 | 0.227 | 0.228 | 1.007 |
| 1 | 0.257 | 0.279 | 1.084 |
| 2 | 0.434 | 0.574 | 1.323 |
| 4 | 1.805 | 1.929 | 1.069 |
| 6 | 4.102 | 4.225 | 1.030 |

The ratio peaks at 1.36 near $q=1.89\,k_F$. At $q=6k_F$ the frequencies differ by 0.123 hartree, in agreement with the limit $\frac8{15}v_F^2=0.123$.

A pole above $\omega_q$ that carries the full f-sum means static screening weaker than in the RPA. This judges the static response only: at $q=0.5k_F$ both poles lie below the RPA plasmon, and $\omega_L$ is the nearer of the two. At $2k_F$, Lundqvist's pole with the full f-sum implies $\varepsilon(q,0)=1.166$ instead of 1.332. Its $\varepsilon-1$ is half the RPA value.

At $q=0.5k_F$ the RPA plasmon lies at 0.237 hartree, and $\omega_q=0.227$ is about 4% below it. The pairs hold 1.0% of the f-sum but supply 0.085 of the total $1-1/\varepsilon=0.912$, which is 9%. This is the mechanism of part (d) at a finite wavevector.

At $q=1.5k_F$ the RPA has no sharp plasmon. The pairs alone exhaust the f-sum, and their spectrum reproduces $\omega_q=0.312$ hartree. The pole is then a single frequency standing for a continuum that extends up to $qv_F+q^2/2=0.604$ hartree. It keeps the two sums (2) and (3) and loses the width and shape of the spectrum, so the model has no plasmon linewidth and no low-energy electron–hole pairs for a slow electron to decay into. Both $\omega_L$ and the RPA pole (6) lie above $\omega_p$ (a static $\varepsilon<0$ would put the pole of part (a) below it), so an electron less than $\omega_p$ above the Fermi level has an infinite lifetime in the model. An electron with $k$ above about $1.8\,k_F$ can still decay by emitting the pole excitation. At $q\gtrsim0.95\,k_F$, where the RPA has no sharp plasmon, this emission is the model's stand-in for the creation of electron–hole pairs; with the pole (6) it makes up a third to a half of the decay rate for $k$ between $2k_F$ and $5k_F$.

The pole formula of part (a) is not tied to the RPA, but $\varepsilon(q,0)$ must be the test-charge dielectric function defined there, for which (3) forces $\varepsilon>1$ or $\varepsilon<0$; a value with $0<\varepsilon\le1$ gives no real finite pole. The comparison made here is with the RPA, which omits exchange and correlation from the screening, and at $r_s=4$ this omission is not small. With a static kernel $f_{xc}$ the response is $\chi=\chi_0/[1-(4\pi/q^2+f_{xc})\chi_0]$ and $1-1/\varepsilon=-(4\pi/q^2)\chi$, so (6) gains the term $nf_{xc}q^2$. The LDA kernel lowers the coefficient of $v_F^2q^2$ from $1/3$ to about 0.085, and $\omega_q$ at $q=k_F$ from 0.257 to 0.230 hartree, a shift of 0.027 hartree away from Lundqvist's form, somewhat larger than the gap of 0.022 hartree between the two forms there. The numerical output below includes checks of both sum rules on the full RPA spectrum and of the limiting coefficients.

## Calculated quantities

```
rs = 4 bohr
kF = vF = 0.47979 a.u.
omega_p^2 = 0.046875 hartree^2
omega_p = 0.21651 hartree = 5.891 eV
kTF^2 = 0.61089 bohr^-2
q/kF  eps(q,0)  omega_q(Ha)  omega_L(Ha)  omega_L/omega_q
0.25   43.2381    0.21905    0.21916    1.0005
0.50   11.3910    0.22669    0.22830    1.0071
1.00    3.4202    0.25738    0.27890    1.0836
1.50    1.9244    0.31238    0.39203    1.2550
2.00    1.3317    0.43380    0.57402    1.3232
3.00    1.0486    1.00603    1.13089    1.1241
4.00    1.0146    1.80491    1.92897    1.0687
6.00    1.0028    4.10174    4.22515    1.0301
largest omega_L/omega_q = 1.3554 at q/kF = 1.892
q = 2kF: q = 0.95958 bohr^-1, F(1) = 0.500
q = 2kF: omega_q = 11.804 eV
q = 2kF: omega_L = 15.620 eV
q = 2kF: static eps implied by omega_L = 1.1659
q = 0.5 kF: RPA plasmon = 0.23687 hartree
q = 0.5 kF: f-share plasmon = 0.98994, pairs = 0.01006
q = 0.5 kF: part of 1-1/eps, plasmon = 0.82702, pairs = 0.08519
q = 0.5 kF: pole from full spectrum = 0.22669 hartree
q = 1.5 kF (no sharp plasmon): pair f-sum = 1.00000
q = 1.5 kF: pole from full spectrum = 0.31238 hartree
small q, omega_q^2: vF^2 q^2 coefficient = 0.33333
small q, omega_q^2: q^4 coefficient = 0.02778
small q, RPA plasmon^2: vF^2 q^2 coefficient = 0.6008
small q, pair part of 1-1/eps / (vF q/omega_p)^2 = 0.2667
small q, pair f-share grows as q^4.005
large q, omega_q^2: q^4 coefficient = 0.25000
large q, omega_q^2: vF^2 q^2 coefficient = -0.20000
large q, (omega_L^2-omega_q^2)/(vF q)^2 = 0.53333
```
